# Depth-Dependent Ultraviolet Absorption in a Uniform Film on a Reflecting Substrate

## Result

A monochromatic plane wave of vacuum wavelength \(\lambda\) falls normally from vacuum on a film occupying \(0<z<d\). The film has one complex refractive index \(N=n+i\kappa\) throughout, with \(n,\kappa>0\), and rests on a thick substrate of index \(N_s\). Let \(q(z)\) be the power absorbed per unit volume at depth \(z\), divided by the incident intensity. Then

\[
q=2\alpha n\rho|A|^2e^{-\alpha d}\left[\cosh(\alpha x-\ln\rho)+\cos(2k_0nx+\phi)\right],\qquad x=d-z .
\]

Here \(k_0=2\pi/\lambda\), \(\alpha=2k_0\kappa\), and \(r=\rho e^{i\phi}\), with \(\rho>0\), is the amplitude reflection coefficient from film to substrate. The number \(A\), found below, is the amplitude of the downward wave at the top of the film for unit incident amplitude. It does not depend on depth.

The cosine is the interference between the downward wave and the wave returned by the substrate. It adds to the absorption a term that oscillates with depth, with period \(\lambda/(2n)\), so absorption may rise with depth in places. Interference is not the sole source of depth dependence: without any reflected wave, absorption in a uniform film still decays exponentially. Uniform index means a uniform material coefficient \(\alpha\), not a uniform local field.

## First case: one wave

Take fields varying as \(e^{-i\omega t}\), so that positive \(\kappa\) means absorption. The media are isotropic and nonmagnetic. With the electric field \(E\) along one transverse direction, Maxwell's equations give

\[
E'=i\omega\mu_0H,\qquad E''+k_0^2N^2E=0,
\]

where a prime means \(d/dz\). The time-averaged power flux along \(z\) is

\[
S=\tfrac12\operatorname{Re}(EH^*)=\frac{1}{2\omega\mu_0}\operatorname{Im}(E^*E').
\]

The last form follows from \(H^*=iE'^*/(\omega\mu_0)\) and \(\operatorname{Re}(iEE'^*)=\operatorname{Im}(E^*E')\). Differentiate it:

\[
\frac{dS}{dz}=\frac{1}{2\omega\mu_0}\operatorname{Im}\left(|E'|^2+E^*E''\right)
=-\frac{k_0^2}{2\omega\mu_0}\operatorname{Im}(N^2)|E|^2 .
\]

The term \(|E'|^2\) is real and drops out; the wave equation supplies \(E''\). Flux lost from a thin layer is power absorbed in it. The incident wave \(E_0e^{ik_0z}\) carries \(I_0=k_0|E_0|^2/(2\omega\mu_0)\), so

\[
q=-\frac{1}{I_0}\frac{dS}{dz}=k_0\operatorname{Im}(N^2)\left|\frac{E}{E_0}\right|^2
=\alpha n\left|\frac{E}{E_0}\right|^2 ,
\]

because \(\operatorname{Im}(N^2)=2n\kappa\). This relation holds for any field in the film at normal incidence. Absorption follows the local squared field.

Now let the substrate have the same index as the film. No wave returns, and the field is \(E/E_0=t_{01}e^{ik_0Nz}\). At the top surface, continuity of \(E\) and \(E'\) gives \(1+r_{01}=t_{01}\) and \(1-r_{01}=Nt_{01}\), where \(r_{01}\) is the amplitude reflected into vacuum. Hence

\[
t_{01}=\frac{2}{1+N},\qquad r_{01}=\frac{1-N}{1+N},\qquad
q=\alpha n|t_{01}|^2e^{-\alpha z}.
\]

This is the Beer law. It is monotonic, and for \(\alpha d\ll1\) it is nearly flat.

**Limit: no material absorption.** As \(\kappa\to0\), \(\alpha\to0\) and \(q\to0\) for any finite field. This remains true with a reflecting substrate: a standing wave in a transparent film has bright and dark planes but deposits no energy. Interference distributes absorption; it does not supply the loss.

## Second case: a wave returns from the substrate

Let the downward and upward waves have amplitudes \(a\) and \(b\) at \(z=d\). The substrate is taken as semi-infinite, or absorbing enough that nothing returns from its back face, so it contains one downward wave, of amplitude \(t\) at the interface. Continuity of \(E\) and \(E'\) requires

\[
a+b=t,\qquad N(a-b)=N_st .
\]

Eliminating \(t\) gives \(N(a-b)=N_s(a+b)\), and therefore

\[
r=\frac ba=\frac{N-N_s}{N+N_s}.
\]

Write the downward wave as \(Ae^{ikz}\), with \(k=k_0N\). It reaches the substrate as \(Ae^{ikd}\), is multiplied by \(r\), and travels upward through a distance \(d-z\). The field is therefore

\[
\frac{E}{E_0}=A\left[e^{ikz}+re^{ik(2d-z)}\right].
\]

To find \(A\), match at \(z=0\). Let \(r_t\) be the total amplitude reflected into vacuum. Then

\[
1+r_t=A(1+re^{2ikd}),\qquad
1-r_t=NA(1-re^{2ikd}).
\]

Adding the equations eliminates \(r_t\):

\[
2=A\left[(1+N)+(1-N)re^{2ikd}\right],\qquad
A=\frac{t_{01}}{1+r_{01}re^{2ikd}} .
\]

The denominator contains all repeated reflections between the two surfaces. They change the common amplitude, while the depth dependence remains that of two waves.

**Limit: a very thin film.** Let \(|k|d\to0\) at fixed indices. Both exponentials in the field tend to one, so \(E/E_0\to A(1+r)\). Use

\[
1+r=\frac{2N}{N+N_s},\qquad
1+r_{01}r=\frac{2N(1+N_s)}{(1+N)(N+N_s)} .
\]

The second numerator comes from \((1+N)(N+N_s)+(1-N)(N-N_s)=2N+2NN_s\). Consequently

\[
\frac{E}{E_0}\to\frac{2}{1+N}\,\frac{2N}{N+N_s}\,
\frac{(1+N)(N+N_s)}{2N(1+N_s)}=\frac{2}{1+N_s}.
\]

This is the field at the surface of the bare substrate, as it should be. To leading order the absorption is uniform, \(q\to4\alpha n/|1+N_s|^2\). Since \(E'/E=ik_0N_s\) at the substrate, the condition \(|k|d\ll1\) alone does not ensure a flat profile; flatness is ensured when \(|N_s|k_0d\ll1\) holds as well. These conditions are sufficient, not necessary: a weakly absorbing film on a matched substrate is nearly flat at any \(|k|d\) with \(\alpha d\ll1\). On a strongly reflecting substrate with large \(|N_s|\), the field is small at the interface and can change by a large factor across a film much thinner than a wavelength.

## Third case: the absorption profile

The squared moduli of the two waves, apart from \(|A|^2\), are \(e^{-\alpha z}\) and \(\rho^2e^{-\alpha(2d-z)}\), since \(|e^{ikz}|^2=e^{-2k_0\kappa z}\). For the cross term, the product of the moduli is

\[
e^{-\alpha z/2}\,\rho\,e^{-\alpha(2d-z)/2}=\rho e^{-\alpha d}.
\]

The phase of the upward wave minus that of the downward wave is

\[
\theta=k_0n(2d-z)+\phi-k_0nz=2k_0nx+\phi .
\]

Therefore

\[
\left|\frac{E}{E_0}\right|^2=|A|^2\left[e^{-\alpha z}+\rho^2e^{-\alpha(2d-z)}+2\rho e^{-\alpha d}\cos\theta\right].
\]

The cross term has the same amplitude at every depth. Moving downward weakens one wave and strengthens the other by reciprocal factors.

Substitute \(z=d-x\) and set \(u=\alpha x-\ln\rho\). The first two terms become

\[
e^{-\alpha d}\left(e^{\alpha x}+\rho^2e^{-\alpha x}\right)
=\rho e^{-\alpha d}\left(e^u+e^{-u}\right)
=2\rho e^{-\alpha d}\cosh u .
\]

Multiplication by \(\alpha n\) gives the opening result. Direct numerical integration of the wave equation, started in the substrate and using no Fresnel coefficients, agrees with it to the tested relative tolerance of \(10^{-6}\) for both films considered below.

**Limit: no substrate reflection.** As \(\rho\to0\), the product \(\rho\cosh u=\tfrac12(e^{\alpha x}+\rho^2e^{-\alpha x})\) tends to \(\tfrac12e^{\alpha x}\), while \(\rho\cos\theta\to0\). Also \(A\to t_{01}\). The Beer law returns.

**Limit: a perfect mirror.** For \(r=-1\), \(\rho=1\) and \(\phi=\pi\). The bracket becomes \(\cosh(\alpha x)-\cos(2k_0nx)\), which vanishes at \(x=0\). The film touching an ideal mirror absorbs nothing at the interface, although its index there is the same as elsewhere. For a real substrate \(\rho<1\) and \(\phi\) generally differs from \(\pi\), so the interface is not dark. Since \(E'/E=ik_0N_s\) there, \(dq/dz=-2k_0\operatorname{Im}(N_s)\,q\) at \(z=d\). On an absorbing substrate \(q\) is therefore still falling as it reaches the interface. On a transparent substrate the slope vanishes, and the interface is a maximum if \(N_s^2<n^2-\kappa^2\) and a minimum if \(N_s^2>n^2-\kappa^2\).

The relative strength of the oscillation is \(1/\cosh u\). It is largest where the two waves have equal amplitudes, at \(u=0\). If \(\rho<1\), that point would lie at negative \(x\), outside the film; within the film the contrast then falls steadily with distance from the substrate.

## What interference does to the energy budget

Integrating \(q=-(1/I_0)dS/dz\) over the film gives

\[
\int_0^dq\,dz=\frac{S(0)-S(d)}{I_0}=1-R-T,
\]

where \(R=|r_t|^2\) and \(T\) is the fraction of incident power entering the substrate. The flux always decreases with depth in this absorbing film, even where \(q\) itself increases. There is no conflict: \(q\) is the rate of decrease of flux, and that rate may grow.

Over a full period \(p=\lambda/(2n)\) lying inside the film, \(\theta\) changes by \(2k_0np=2\pi\). The cosine integrates to zero. At fixed \(A\), the cross term thus moves absorption between planes without changing the total over that period. Interference also enters \(A\), however, so a reflecting substrate can change the total absorbed power. Deleting the cosine while retaining \(A\) is a useful decomposition, not a prediction for a film without a reflected wave.

## Where absorption rises with depth

Since \(dx/dz=-1\), differentiation of the bracket gives

\[
\frac{d}{dz}(\cosh u+\cos\theta)
=-\alpha\sinh u+2k_0n\sin\theta
=2k_0(n\sin\theta-\kappa\sinh u).
\]

The prefactor of \(q\) is positive. Absorption therefore rises with depth exactly where

\[
n\sin\theta>\kappa\sinh u ,
\]

and its stationary points satisfy the corresponding equality. Because \(\sin\theta\le1\), a rise requires \(\sinh u<n/\kappa\). The function \(\sinh\) is increasing, so this means

\[
x<x_{\max}=\frac{\operatorname{arsinh}(n/\kappa)+\ln\rho}{\alpha}.
\]

This condition is necessary, not sufficient: the phase must also be favourable. Farther from the substrate than \(x_{\max}\), absorption can have ripples in its slope but cannot rise with depth.

**Limit: an optically thick film.** For \(\alpha d\gg1\) at fixed \(\rho\), the returned wave is negligible near the top. Relative to \(e^{-\alpha z}\), the cross term has amplitude \(2\rho e^{-\alpha x}\), which tends to zero there. The Beer law holds near the top, while interference survives near the substrate.

A numerical case shows this separation. Take \(\lambda=200\) nm, \(N=1.4+0.2i\), \(d=400\) nm and \(N_s=1.0+2.8i\). Then \(\alpha=12.566\ \mu\mathrm{m}^{-1}\), \(\rho=0.685\), and

\[
x_{\max}=\frac{\operatorname{arsinh}(7)+\ln0.685}{12.566\ \mu\mathrm{m}^{-1}}
\approx180\ \mathrm{nm}.
\]

The computed profile has two rising intervals, and the farthest rise begins 127 nm from the substrate. The gap between 127 and 180 nm is allowed because the bound replaced \(\sin\theta\) by its largest possible value.

## A weakly absorbing film in numbers

Now take \(\kappa=0.02\) and \(d=200\) nm, keeping \(\lambda\), \(n\) and \(N_s\). These are round model parameters, not the optical constants of a named material. The absorption coefficient is

\[
\alpha=\frac{4\pi(0.02)}{0.200\ \mu\mathrm{m}}=1.257\ \mu\mathrm{m}^{-1},
\qquad \alpha d=0.251 .
\]

A single wave would lose absorption strength across the film by a factor \(e^{0.251}=1.29\). The substrate, however, gives \(\rho=0.7585\) and \(\phi=-2.294\) rad, and the film amplitude is \(|A|^2=0.582\). The common prefactor is

\[
2(1.257)(1.4)(0.7585)(0.582)/1.286\approx1.21\ \mu\mathrm{m}^{-1}.
\]

The oscillation period is \(200/(2\times1.4)=71.4\) nm. Where \(\kappa\sinh u\ll n\), as throughout this film, the maxima lie close to \(\theta=2\pi m\), with integer \(m\). The one nearest the substrate is therefore at

\[
x\approx-\frac{\phi}{2\pi}\frac{\lambda}{2n}
=\frac{2.294}{2\pi}(71.4\ \mathrm{nm})\approx26\ \mathrm{nm},
\]

or \(z\approx174\) nm. The computed interior extrema are:

- maxima at 31, 102 and 174 nm, with \(q=2.56\), 2.51 and 2.47 \(\mu\mathrm{m}^{-1}\);
- minima at 67 and 138 nm, with \(q=0.121\) and 0.076 \(\mu\mathrm{m}^{-1}\).

The positions satisfy the stationary condition in a test against the numerical wave solution. The strongest maximum exceeds the weakest minimum by a factor of 33.5. By comparison, removing the cosine at fixed \(A\) leaves a smooth fall from 1.38 to 1.25 \(\mu\mathrm{m}^{-1}\). The large variation therefore comes from the cross term, not from attenuation.

The minima can be understood from the bracket. At the deeper one, \(\cos\theta\approx-1\) and \(x=62\) nm, so

\[
u=1.257(0.062)-\ln0.7585\approx0.354,\qquad \cosh u-1\approx0.063 .
\]

Multiplication by 1.21 \(\mu\mathrm{m}^{-1}\) gives about 0.076 \(\mu\mathrm{m}^{-1}\). The minimum is not zero because the waves have unequal amplitudes. The inequality is greater at the shallower minimum, which is accordingly less dark.

The power budget is

\[
R+T+\int_0^dq\,dz=0.463+0.259+0.278=1.000 .
\]

With a matched substrate the film absorbs 0.216 of the incident power. The reflecting substrate thus raises the total by about 29% relative to the matched case, for this thickness and these indices. Yet at the top surface it lowers \(q\) from 1.22 to 0.27 \(\mu\mathrm{m}^{-1}\). A larger total dose does not imply a larger dose at every depth.

## From absorbed power to photon damage

Each absorbed photon removes energy \(hc/\lambda\) from the wave. The number absorbed per volume and time is

\[
G(z)=q(z)\Phi,\qquad \Phi=\frac{I_0}{hc/\lambda}.
\]

For \(I_0=1\) mW/cm² and a photon energy of 6.20 eV, \(\Phi=1.007\times10^{15}\ \mathrm{cm^{-2}\,s^{-1}}\). Since \(1\ \mu\mathrm{m}^{-1}=10^4\ \mathrm{cm}^{-1}\), the strongest maximum has

\[
G=(2.56\times10^4)(1.007\times10^{15})
\approx2.6\times10^{19}\ \mathrm{cm^{-3}\,s^{-1}},
\]

and the weakest minimum has \(7.7\times10^{17}\ \mathrm{cm^{-3}\,s^{-1}}\). These are photon absorption rates, not rates of bond breaking or charge trapping.

If the initial damage rate is linear in absorbed photons and the yield per photon is the same at all depths, damage starts with the profile of \(G\). The prediction changes once damage alters \(N\), since the field must then be solved in a nonuniform film. Motion of reactive species or carriers can also separate the place of damage from the place of absorption.

The optical result further assumes flat, parallel interfaces and light coherent over the paths of all reflected waves that contribute appreciably. For a spectral width \(\Delta\lambda\), ignoring dispersion and to first order,

\[
|\Delta\theta|\approx\frac{4\pi nx}{\lambda^2}\Delta\lambda .
\]

The fringes at distance \(x\) remain sharp when this is much less than \(2\pi\), or \(\Delta\lambda\ll\lambda^2/(2nx)\). The amplitude \(A\) also varies with wavelength, through \(e^{2ikd}\), in a term of size \(|r_{01}|\rho e^{-\alpha d}\). When that term is appreciable, using a single value of \(A\) requires the stricter condition with \(x=d\), even near the substrate: for the 200 nm film \(|A|^2\) ranges from 0.58 to 0.86 over a band of width \(\lambda^2/(2nd)\). For an optically thick film the term is negligible; for the 400 nm film \(|A|^2\) changes by only 0.4% over the corresponding band. At the top of the 200 nm film the right side is about 70 nm, so a narrow emission line meets the condition. At fixed indices, a Gaussian line 2 nm wide at half maximum lowers the ratio of 33.5 only to 33.3, while one 14 nm wide lowers it to about 27, mainly by filling the minima. Oblique incidence changes the phase and makes the result depend on polarization; the formula here is for normal incidence. The numerical output below gives the full set of values.

## Computed values

```
wavelength 200 nm; thickness 200 nm
film index 1.40+0.02j; substrate index 1.00+2.80j
alpha 1.2566 1/um; alpha*d 0.2513
rho 0.7585; phi -2.2936 rad; |A|^2 0.5818
oscillation period 71.43 nm
depth nm | q 1/um | q without cross term | q matched substrate
   0.0 | 0.2716 | 1.3798 | 1.2216
  50.0 | 1.2267 | 1.3406 | 1.1472
 100.0 | 2.4853 | 1.3067 | 1.0774
 150.0 | 0.6633 | 1.2779 | 1.0118
 200.0 | 0.4553 | 1.2541 | 0.9502
interior stationary points:
  maximum at 30.99 nm, q 2.5625 1/um
  minimum at 66.86 nm, q 0.1209 1/um
  maximum at 102.43 nm, q 2.5128 1/um
  minimum at 138.27 nm, q 0.0765 1/um
  maximum at 173.88 nm, q 2.4736 1/um
strongest maximum / weakest minimum 33.50
Beer factor exp(alpha*d) across whole film 1.2857
reflected R 0.4634; into substrate T 0.2588
absorbed in film 0.2778; sum 1.000000
matched substrate: R 0.0278, T 0.7561, absorbed 0.2160
incident intensity 1.0 mW/cm^2
photon energy 6.1992 eV
incident photon flux 1.0068e+15 1/(cm^2 s)
G at strongest maximum 2.580e+19 1/(cm^3 s)
G at weakest minimum 7.701e+17 1/(cm^3 s)
second film: index 1.40+0.20j, thickness 400 nm
  alpha 12.5664 1/um; rho 0.6847
  bound x_max 180.27 nm from substrate
  farthest rise found 127.40 nm from substrate
  number of separate rising intervals 2
```
